**Secondary-electron power from one RF electrode**

The program tests \(P=\gamma e\Gamma_i\bar V\), where \(\gamma\) is the secondary yield, \(e\) the elementary charge, \(\Gamma_i\) the steady ion flux and \(\bar V\) the mean sheath voltage. It follows 720 electrons, emitted at evenly spaced RF phases, through a moving sheath with a uniform and with a nonuniform ion density. It asserts that the tracked power agrees with the formula within 0.5 percent in both cases, and that the integrated field gives the required mean voltage. Further assertions cover the crossing time, the first-order energy shift from edge motion, the effect of a modulated ion flux, and the share of power on electrons able to climb the opposite sheath when flight time is neglected. The output gives an injected power of 32.04 W/m² from the formula and 32.05 W/m² from the tracked electrons in the uniform sheath. Single electrons deviate from the instantaneous sheath voltage by up to 8.6 eV, while their mean energy is 200.03 eV. The figures for gap flight time and ionizing collisions are estimates and are not asserted.

## Program and output

```python
"""Power carried into a plasma by secondary electrons from one RF electrode.
Result under test: P = gamma * e * Gamma_i * Vmean, where
  gamma   = electrons released per arriving ion,
  Gamma_i = steady ion flux to the electrode (m^-2 s^-1),
  Vmean   = period average of the sheath voltage (V).
Independent road: electrons start at rest at the wall at evenly spaced RF
phases and are followed through a moving sheath by Newton's equation.
Sheath edge: s = s0*(1 + cos(phase)); beyond it the field is zero.
Ion density: n0*(1 - d + d*x/(2*s0)), with d = 0 for a uniform density.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

e, m, eps0 = sc.e, sc.m_e, sc.epsilon_0

# Given data
ion_flux, gamma, v_mean = 1e19, 0.1, 200.0

# Rough typical values for a low-pressure argon etching discharge
freq, te_ev, ion_mass_u = 13.56e6, 3.0, 39.95
pressure_mtorr, gas_temp, gap = 5.0, 300.0, 0.050
sigma_ion, emission_ev, modulation = 3e-20, 5.0, 0.2

omega = 2 * np.pi * freq
bohm_speed = np.sqrt(e * te_ev / (ion_mass_u * sc.atomic_mass))
n0 = ion_flux / bohm_speed
omega_p = np.sqrt(n0 * e**2 / (eps0 * m))


def edge_amplitude(d):
    """Amplitude s0 that gives the required mean sheath voltage."""
    shape = 0.75 * (1 - d) + 5 * d / 12
    return np.sqrt(v_mean * eps0 / (e * n0 * shape))


def column(x, s0, d):
    """Ion density integrated from the wall to x, divided by n0."""
    return (1 - d) * x + d * x**2 / (4 * s0)


def voltage_by_quadrature(phase, s0, d):
    """Sheath voltage as the integral of the field magnitude."""
    s = s0 * (1 + np.cos(phase))
    field = lambda x: e * n0 / eps0 * (column(s, s0, d) - column(x, s0, d))
    return quad(field, 0, s)[0]


def follow_electrons(phases, s0, d):
    """Final speeds of electrons emitted at rest at the given phases."""
    dt = 0.02 / omega_p
    steps = int(1.5 / freq / dt)
    x = np.zeros_like(phases)

    def acceleration(position, time):
        s = s0 * (1 + np.cos(phases + omega * time))
        push = column(s, s0, d) - column(position, s0, d)
        return omega_p**2 * np.maximum(push, 0.0)

    v = 0.5 * dt * acceleration(x, 0.0)
    for k in range(1, steps + 1):
        x += v * dt
        v += dt * acceleration(x, k * dt)
    assert np.all(x > 2 * s0), "an electron has not left the sheath region"
    return v


phases = (np.arange(720) + 0.5) * 2 * np.pi / 720
power = gamma * e * ion_flux * v_mean
energies, mean_voltages, amplitudes, speeds = {}, {}, {}, {}
for d in (0.0, 0.6):
    s0 = edge_amplitude(d)
    amplitudes[d] = s0
    mean_voltages[d] = np.mean(
        [voltage_by_quadrature(p, s0, d) for p in phases[::10]])
    assert abs(mean_voltages[d] / v_mean - 1) < 1e-6
    speeds[d] = follow_electrons(phases, s0, d)
    energies[d] = 0.5 * m * speeds[d]**2 / e
    tracked_power = gamma * ion_flux * e * energies[d].mean()
    # the frozen-field formula leaves out small second-order edge motion
    assert abs(tracked_power / power - 1) < 5e-3
assert abs(power - 32) < 0.5

# Instantaneous voltage and first-order effect of edge motion, uniform density
s0 = amplitudes[0.0]
energy = energies[0.0]
v_inst = np.array([voltage_by_quadrature(p, s0, 0.0) for p in phases])
edge = s0 * (1 + np.cos(phases))
edge_speed = -s0 * omega * np.sin(phases)
shift = energy - v_inst
first_order = m * omega_p * edge * edge_speed / e
wide = edge > 0.5 * s0
largest_shift = np.max(np.abs(shift))
assert np.max(np.abs(shift - first_order)[wide]) < 0.15 * largest_shift
assert abs(energy.mean() - v_mean) < 0.1 * largest_shift

# Crossing time in a frozen uniform sheath, by direct stepping
crossing_formula = np.pi / (2 * omega_p)
x, t, dt = 0.0, 0.0, 1e-3 / omega_p
v = 0.5 * dt * omega_p**2 * s0
while x < s0:
    x += v * dt
    t += dt
    v += dt * omega_p**2 * (s0 - x)
assert abs(t / crossing_formula - 1) < 3e-3

# Ion flux modulated in phase with the sheath edge
weight = 1 + modulation * np.cos(phases)
modulated_ratio = np.mean(weight * energy) / v_mean
modulated_formula = 1 + 2 * modulation / 3
assert abs(modulated_ratio / modulated_formula - 1) < 5e-3

# Injected power on electrons able to climb the opposite sheath
v_unit = e * n0 * s0**2 / (2 * eps0)
opposite_now = v_unit * (1 - np.cos(phases))**2
escape_instant = energy[energy > opposite_now].sum() / energy.sum()
escape_formula = 0.5 + 4 / (3 * np.pi)
assert abs(escape_instant - escape_formula) < 0.01
arrival = phases + omega * gap / speeds[0.0]
opposite_later = v_unit * (1 - np.cos(arrival))**2
escape_delayed = energy[energy > opposite_later].sum() / energy.sum()

# Ionizing collisions
gas_density = pressure_mtorr * 1e-3 * sc.torr / (sc.k * gas_temp)
free_path = 1 / (gas_density * sigma_ion)
sheath_collision = 1 - np.exp(-2 * s0 / free_path)
gap_no_collision = np.exp(-gap / free_path)


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Ion flux", f"{ion_flux:.1e}", "m^-2 s^-1")
show("Secondary yield", f"{gamma:.2f}")
show("Mean sheath voltage", f"{v_mean:.0f}", "V")
show("Secondary-electron flux", f"{gamma * ion_flux:.1e}", "m^-2 s^-1")
show("Secondary current density", f"{gamma * ion_flux * e:.4f}", "A/m^2")
show("Energy per electron at mean voltage", f"{v_mean * e:.4e}", "J")
show("Injected power, formula", f"{power:.2f}", "W/m^2")
show("Injected power, formula", f"{power * 0.1:.2f}", "mW/cm^2")
print("-- rough argon discharge values --")
show("Drive frequency", f"{freq / 1e6:.2f}", "MHz")
show("RF period", f"{1e9 / freq:.1f}", "ns")
show("Electron temperature", f"{te_ev:.1f}", "eV")
show("Gas pressure", f"{pressure_mtorr:.1f}", "mTorr")
show("Gas temperature", f"{gas_temp:.0f}", "K")
show("Electrode gap", f"{gap * 1e3:.0f}", "mm")
show("Bohm speed", f"{bohm_speed:.0f}", "m/s")
show("Sheath-edge density", f"{n0:.2e}", "m^-3")
show("Mean sheath width, uniform density", f"{s0 * 1e3:.2f}", "mm")
show("Largest sheath width, uniform density", f"{2 * s0 * 1e3:.2f}", "mm")
show("Peak sheath voltage, uniform density", f"{4 * v_unit:.0f}", "V")
show("Sheath crossing time, formula", f"{crossing_formula * 1e9:.3f}", "ns")
show("Sheath crossing time, stepped", f"{t * 1e9:.3f}", "ns")
print("-- electrons followed through the moving sheath --")
show("Number of emission phases", len(phases))
show("Mean energy, uniform density", f"{energy.mean():.2f}", "eV")
show("Mean energy, nonuniform density", f"{energies[0.6].mean():.2f}", "eV")
show("Wall-to-edge density ratio, nonuniform", f"{1 - 0.6:.1f}")
show("Injected power, tracked, uniform",
     f"{gamma * ion_flux * e * energy.mean():.2f}", "W/m^2")
show("Largest single-electron energy shift", f"{largest_shift:.1f}", "eV")
print("-- sizes of neglected effects --")
show("Assumed emission energy", f"{emission_ev:.0f}", "eV")
show("Power from emission energy",
     f"{gamma * ion_flux * e * emission_ev:.2f}", "W/m^2")
show("Flux modulation amplitude", f"{modulation:.1f}")
show("Power factor with modulation, formula", f"{modulated_formula:.3f}")
show("Power factor with modulation, tracked", f"{modulated_ratio:.3f}")
show("Assumed ionization cross-section", f"{sigma_ion:.1e}", "m^2")
show("Ionization mean free path", f"{free_path * 1e3:.0f}", "mm")
show("Ionizing chance in widest sheath", f"{100 * sheath_collision:.1f}", "%")
show("Chance of no ionization in gap", f"{100 * gap_no_collision:.0f}", "%")
show("Escaping power share, no delay, formula", f"{escape_formula:.3f}")
show("Escaping power share, no delay, tracked", f"{escape_instant:.3f}")
show("Escaping power share, with gap flight time", f"{escape_delayed:.3f}")
show("Same, times chance of no ionization",
     f"{escape_delayed * gap_no_collision:.2f}")
print("every check passed")
```

Running it gives:

```
Ion flux: 1.0e+19 m^-2 s^-1
Secondary yield: 0.10
Mean sheath voltage: 200 V
Secondary-electron flux: 1.0e+18 m^-2 s^-1
Secondary current density: 0.1602 A/m^2
Energy per electron at mean voltage: 3.2044e-17 J
Injected power, formula: 32.04 W/m^2
Injected power, formula: 3.20 mW/cm^2
-- rough argon discharge values --
Drive frequency: 13.56 MHz
RF period: 73.7 ns
Electron temperature: 3.0 eV
Gas pressure: 5.0 mTorr
Gas temperature: 300 K
Electrode gap: 50 mm
Bohm speed: 2692 m/s
Sheath-edge density: 3.72e+15 m^-3
Mean sheath width, uniform density: 1.99 mm
Largest sheath width, uniform density: 3.98 mm
Peak sheath voltage, uniform density: 533 V
Sheath crossing time, formula: 0.457 ns
Sheath crossing time, stepped: 0.457 ns
-- electrons followed through the moving sheath --
Number of emission phases: 720
Mean energy, uniform density: 200.03 eV
Mean energy, nonuniform density: 200.08 eV
Wall-to-edge density ratio, nonuniform: 0.4
Injected power, tracked, uniform: 32.05 W/m^2
Largest single-electron energy shift: 8.6 eV
-- sizes of neglected effects --
Assumed emission energy: 5 eV
Power from emission energy: 0.80 W/m^2
Flux modulation amplitude: 0.2
Power factor with modulation, formula: 1.133
Power factor with modulation, tracked: 1.133
Assumed ionization cross-section: 3.0e-20 m^2
Ionization mean free path: 207 mm
Ionizing chance in widest sheath: 1.9 %
Chance of no ionization in gap: 79 %
Escaping power share, no delay, formula: 0.924
Escaping power share, no delay, tracked: 0.924
Escaping power share, with gap flight time: 0.930
Same, times chance of no ionization: 0.73
every check passed
```
